# Exact-Exchange Potential of Ground-State Helium and Its Long-Range Tail

**Setting.** A helium atom is in its singlet ground state, described as a closed shell: two electrons of opposite spin share one real, normalized, nodeless orbital $\phi(\mathbf r)$. The density is $n=2\phi^2$. The nucleus is fixed and relativity is left out. Write

$$C=\frac{e^2}{4\pi\varepsilon_0},\qquad v_H(\mathbf r)=C\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',\qquad U=\frac12\int n\,v_H\,d^3r .$$

All potentials here are potential energies of an electron. The orbital obeys the Kohn–Sham equation

$$h_s\phi=\Big(-\frac{\hbar^2}{2m}\nabla^2+v_s\Big)\phi=\varepsilon\phi,\qquad v_s=v_{\rm ext}+v_H+v_x ,$$

with $v_{\rm ext}=-2C/r$. Correlation is omitted. The optimized effective potential (OEP) is the local $v_s$ whose orbital makes the total energy, with Fock exchange, stationary.

## Part (a)

**Question.** The Fock exchange energy is

$$E_x=-\frac C2\sum_\sigma\sum_{i,j}^{\rm occ}\iint\frac{\phi_{i\sigma}(\mathbf r)\phi_{j\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')\phi_{j\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Relate it to $U$ for this atom. Does the relation hold for a triplet with two different orbitals?

**Answer.** Each spin has one occupied orbital, so the inner sum has the single term $i=j$. Define

$$J=C\iint\frac{\phi^2(\mathbf r)\phi^2(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Each spin contributes $-J/2$, so $E_x=-J$. Inserting $n=2\phi^2$ twice in $U$ gives $U=\frac12\cdot4J=2J$. Therefore

$$E_x=-\tfrac12U .$$

Of the Hartree energy $2J$, one half is each electron's repulsion from itself. Exchange removes that half and leaves $J$, the repulsion between the two electrons.

For a triplet with real orbitals 1 and 2 of the same spin, let $J_{ij}$ be the Coulomb integral of $\phi_i^2$ with $\phi_j^2$, and $K_{12}$ that of $\phi_1\phi_2$ with itself. Then

$$E_x=-\tfrac12(J_{11}+J_{22}+2K_{12}),\qquad U=\tfrac12(J_{11}+J_{22}+2J_{12}).$$

The relation $E_x=-U/2$ would require $J_{11}+J_{22}-2J_{12}+4K_{12}=0$. The first three terms are twice the Coulomb self-energy of the charge $\phi_1^2-\phi_2^2$, which is not negative, and $K_{12}$ is positive. The relation fails.

## Part (b)

**Question.** Show that the exchange potential equals minus half the Hartree potential, up to a constant, by varying the density.

**Answer.** For a density near $n$ the doubly occupied orbital is $\sqrt{n/2}$, so $E_x=-U/2$ holds for the varied density too and may be differentiated:

$$\delta E_x=-\frac C4\iint\frac{\delta n(\mathbf r)n(\mathbf r')+n(\mathbf r)\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The kernel is symmetric, so the two terms are equal, and

$$\delta E_x=-\frac12\int v_H\,\delta n\,d^3r .$$

By definition $\delta E_x=\int v_x\,\delta n\,d^3r$. The electron number is fixed, so $\int\delta n\,d^3r=0$, and a constant added to $v_x$ changes nothing. Hence

$$v_x(\mathbf r)=-\tfrac12v_H(\mathbf r)+\text{constant}.$$

The argument does not require $n$ to be self-consistent. It requires that $n$ and its neighbours be ground-state densities of two non-interacting electrons in some local potential.

## Part (c)

**Question.** Obtain the same result from the OEP condition, without differentiating with respect to the density. Where is the absence of nodes used?

**Answer.** Change $v_s$ by $\delta v_s$, so that $\phi$ changes by $\delta\phi$, with $\int\phi\,\delta\phi\,d^3r=0$ to keep the norm. Since $C\int\phi^2(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'=\frac12v_H(\mathbf r)$, the change of $E_x=-J$ is

$$\delta E_x=-4\int\delta\phi\,\big(\tfrac12v_H\big)\phi\,d^3r .$$

The other energy terms are the kinetic energy, $\int v_{\rm ext}n\,d^3r$ and $U$. Together,

$$\delta E=4\int\delta\phi\Big(-\frac{\hbar^2}{2m}\nabla^2+v_{\rm ext}+v_H-\tfrac12v_H\Big)\phi\,d^3r .$$

The Kohn–Sham equation replaces the first three terms acting on $\phi$ by $(\varepsilon-v_x)\phi$. The part with $\varepsilon$ vanishes by orthogonality. With $w=v_x+\frac12v_H$,

$$\delta E=-4\int\delta\phi\,w\,\phi\,d^3r .$$

First-order perturbation theory gives $\delta\phi=-G(\delta v_s\phi)$, where

$$G=\sum_{a\ne\phi}\frac{|a\rangle\langle a|}{\varepsilon_a-\varepsilon}$$

runs over the empty orbitals. Because $G$ is symmetric, it can be moved onto $w\phi$. Defining $\psi=-G(w\phi)$,

$$\delta E=4\int(w\phi)\,G(\delta v_s\phi)\,d^3r=-4\int\psi\,\phi\,\delta v_s\,d^3r .$$

This must vanish for every $\delta v_s$, so the OEP condition is $\phi(\mathbf r)\psi(\mathbf r)=0$ everywhere. As $\phi$ has no node, $\psi=0$. This is the first use of the absence of nodes.

Since $(h_s-\varepsilon)G=1-|\phi\rangle\langle\phi|$, the function $\psi$ obeys

$$(h_s-\varepsilon)\psi=-(w-\langle w\rangle)\phi ,\qquad \langle w\rangle=\int\phi^2w\,d^3r .$$

With $\psi=0$ the right side vanishes. Dividing by $\phi$, the second use of the absence of nodes, gives $w=\langle w\rangle$, a constant, which is the result of part (b). The absence of nodes makes both divisions immediate, but it is not essential: if a non-degenerate $\phi$ vanished only on isolated surfaces, $\psi=0$ and $w=\langle w\rangle$ would hold everywhere else and extend to those surfaces by continuity.

The Fock exchange operator itself is not this local potential. On a function $\chi$ it gives $-C\phi(\mathbf r)\int\phi(\mathbf r')\chi(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. For $\chi=\phi$ this is $-\frac12v_H\phi$. For a diffuse empty orbital it decays at least as fast as $\phi$, whereas $-\frac12v_H\chi$ reaches as far as $\chi$ does. The two agree on the occupied orbital and differ on such empty ones.

The condition can also be solved numerically without assuming the answer. On 29 radial points spaced by $0.1\,a_0$, with $a_0$ the Bohr radius, a hydrogen-like potential was perturbed at one point at a time. The changes of $n$ and $E_x$ were found by diagonalization, and the chain rule $\partial E_x/\partial v_i=\sum_j(\partial n_j/\partial v_i)\,v_{x,j}$ was solved for $v_x$. The response matrix had rank 28, so one combination, the constant, stayed free. The sum $v_x+\frac12v_H$ varied over the grid by $6\times10^{-7}$ eV.

## Part (d)

**Question.** Fix the constant. What does each electron feel, near and far from the atom, and how is the result related to restricted Hartree–Fock theory?

**Answer.** Far away $v_H\to2C/r\to0$. The convention $v_x\to0$ at infinity therefore sets the constant to zero:

$$\boxed{v_x(\mathbf r)=-\tfrac12v_H(\mathbf r)}$$

Then $v_s=v_{\rm ext}+\frac12v_H$: each electron feels the nucleus and the charge cloud of the other electron. At large $r$,

$$v_s\to-\frac{2C}r+\frac{2C}r-\frac Cr=-\frac Cr ,$$

the attraction of a singly charged ion, as it should be for a distant electron.

On the occupied orbital the Fock exchange operator acts as $-\frac12v_H$, so the Kohn–Sham and restricted Hartree–Fock equations for $\phi$ coincide, and with them the total energy and the occupied level. A radial solution with the local potential gave $-77.868$ eV and $-24.978$ eV. Hartree–Fock in the cc-pV5Z Gaussian basis gave $-77.869$ eV and $-24.978$ eV. The remaining difference is numerical, from the grid (step $0.005\,a_0$) and the finite basis. Neither pair is converged in its last digit: refining the grid or enlarging the basis takes both to the common limit $-77.870$ eV and $-24.979$ eV, a shift of 1 to 2 meV.

## Part (e)

**Question.** For $\phi=\sqrt{\kappa^3/\pi}\,e^{-\kappa r}$ find $v_x(r)$, its value at the nucleus and its tail. Is the tail special to this orbital?

**Answer.** The average of $1/|\mathbf r-\mathbf r'|$ over the directions of $\mathbf r'$, with $s=r'$ and $\mu$ the cosine of the angle, is

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\frac{(r+s)-|r-s|}{2rs}=\frac1{\max(r,s)} .$$

Let $p(s)=4\pi s^2\phi^2=4\kappa^3s^2e^{-2\kappa s}$ be the radial probability of one electron, with $\int_0^\infty p\,ds=1$. Then

$$v_x(r)=-C\left[\frac1r\int_0^rp\,ds+\int_r^\infty\frac{p}{s}\,ds\right].$$

Replacing the first integral by $1-\int_r^\infty p\,ds$ gives

$$v_x(r)=-\frac Cr\,[1-D(r)],\qquad D(r)=\int_r^\infty p(s)\Big(1-\frac rs\Big)ds .$$

With $s=r+t$, and $s^2(1-r/s)=s(s-r)=t^2+rt$,

$$D=4\kappa^3e^{-2\kappa r}\int_0^\infty(t^2+rt)e^{-2\kappa t}dt=4\kappa^3e^{-2\kappa r}\left[\frac{2}{8\kappa^3}+\frac r{4\kappa^2}\right]=(1+\kappa r)e^{-2\kappa r} .$$

Therefore

$$\boxed{v_x(r)=-\frac Cr\left[1-(1+\kappa r)e^{-2\kappa r}\right]}$$

*Near the nucleus.* With $x=\kappa r$,

$$(1+x)\big(1-2x+2x^2-\tfrac43x^3+\dots\big)=1-x+\tfrac23x^3+\dots,$$

so $v_x=-C\kappa\,(1-\frac23\kappa^2r^2+\dots)$. The potential is finite, with $v_x(0)=-C\kappa$, and starts quadratically.

*Far away.* $v_x\to-C/r$, with relative deviation $D(r)$, which is exponentially small.

The tail is not special to this orbital. For any spherical $\phi^2$ the expression with $D$ holds, and $0\le D(r)\le\int_r^\infty p\,ds$. The upper bound is the probability of finding the electron beyond $r$, which tends to zero. The orbital sets how soon the tail is reached, while its strength $C$ comes from the one unit of charge in $p$.

## Part (f)

**Question.** Find $E_x$ for the exponential orbital, and the $\kappa$ that minimizes the total energy.

**Answer.** From $E_x=-\frac14\int n\,v_H\,d^3r$ and $v_H=-2v_x$ follows $E_x=\frac12\int n\,v_x\,d^3r$. Since $4\pi r^2n=2p$,

$$E_x=\int_0^\infty p\,v_x\,dr=-4C\kappa^3\int_0^\infty r\left[e^{-2\kappa r}-(1+\kappa r)e^{-4\kappa r}\right]dr .$$

The three integrals are $1/(4\kappa^2)$, $1/(16\kappa^2)$ and $\kappa\cdot2/(4\kappa)^3=1/(32\kappa^2)$, so

$$E_x=-4C\kappa\left(\frac14-\frac1{16}-\frac1{32}\right)=-\frac58C\kappa .$$

The kinetic energy follows from $|\nabla\phi|=\kappa\phi$: it is $\hbar^2\kappa^2/2m$ per electron, $\hbar^2\kappa^2/m$ in all. The nuclear attraction is $-4C\int_0^\infty(p/r)\,dr=-4C\kappa$. The electron repulsion is $U+E_x=-E_x=\frac58C\kappa$. The sum is

$$E(\kappa)=\frac{\hbar^2\kappa^2}m-\frac{27}8C\kappa .$$

Setting $dE/d\kappa=0$, with $a_0=\hbar^2/(mC)$,

$$\kappa=\frac{27}{16}\frac{mC}{\hbar^2}=\frac{27}{16a_0},\qquad E_{\min}=-\frac{\hbar^2\kappa^2}m=-\Big(\frac{27}{16}\Big)^2\frac C{a_0} .$$

## Part (g)

**Question.** Evaluate the potential between 0.02 and 0.3 nm. Compare it with the tail, with the potential of the Hartree–Fock density, and with local-density exchange, $v_x^{\rm LDA}=-C(3n/\pi)^{1/3}$. How large are the effects left out?

**Answer.** With $C=1.43996$ eV nm and $a_0=0.052918$ nm, $\kappa=31.889\ \text{nm}^{-1}$. Then

- $v_x(0)=-1.43996\times31.889=-45.92$ eV;
- $E_x=-\frac58\times45.92=-28.70$ eV;
- $E_{\min}=-2.8477\times27.211=-77.49$ eV.

At $r=0.1$ nm, $\kappa r=3.189$ and $D=4.189\,e^{-6.378}=0.0071$, so $v_x=-14.400\times(1-0.0071)=-14.30$ eV. The other values follow in the same way. All energies in the table are in eV; "HF" is $-\frac12v_H$ of the Hartree–Fock density, and LDA uses the exponential density.

| $r$ (nm) | $v_x$ | $-C/r$ | HF | LDA |
|---|---|---|---|---|
| 0.02 | −39.07 | −72.00 | −38.53 | −25.43 |
| 0.05 | −25.72 | −28.80 | −25.30 | −13.44 |
| 0.10 | −14.30 | −14.40 | −14.24 | −4.64 |
| 0.20 | −7.200 | −7.200 | −7.199 | −0.554 |
| 0.30 | −4.800 | −4.800 | −4.800 | −0.066 |

For the exponential orbital the tail is good to 1% beyond 0.094 nm, where $\kappa r\approx3$, and at 0.3 nm the deviation is $5\times10^{-8}$. The Hartree–Fock density decays more slowly: for it the 1% radius is 0.103 nm and the deviation at 0.3 nm is $6\times10^{-7}$.

Inserting $n=(2\kappa^3/\pi)e^{-2\kappa r}$ in the local-density formula gives

$$v_x^{\rm LDA}=-C\kappa\Big(\frac6{\pi^2}\Big)^{1/3}e^{-2\kappa r/3} .$$

It depends on the density at the point itself and dies out with it, whereas $-\frac12v_H$ remembers the whole charge. At 0.3 nm the local-density value is 1.4% of the exact-exchange one.

The exponential is a trial orbital, not the self-consistent one. Relative to the Hartree–Fock density, it changes $v_x$ by 1.4% at 0.02 nm, 1.7% at 0.05 nm and less than 0.01% at 0.2 nm. Its total energy lies 0.38 eV above the Hartree–Fock value.

For the real atom the largest omission among those sized here is correlation. Full configuration interaction in the cc-pV5Z basis lowers the energy by 1.13 eV relative to Hartree–Fock in the same basis, about 1.4% of the total energy. This value still depends on the basis: cc-pVQZ gives 1.11 eV, and the complete-basis value is 1.14 eV. That number is an energy and does not give the correlation potential at a point. Nuclear recoil is of order 0.01 eV, and the relativistic scale $(Z\alpha)^2$, with $Z=2$ and $\alpha$ the fine-structure constant, is $2\times10^{-4}$. The occupied level, $-24.98$ eV, lies about 0.39 eV below minus the ionization energy, which is 24.59 eV.

In a system with several occupied orbitals of like spin, the terms $i\ne j$ in part (a) survive, $v_x=-\frac12v_H$ no longer follows, and the OEP condition generally has to be solved numerically. What helium offers is a test case with a known answer for an exact-exchange code: on a converged grid, the potential must equal $-\frac12v_H$ up to a constant wherever the density is not negligible, and the total energy must equal the Hartree–Fock one. In the far tail the density and the energy hardly respond to the potential, so small numerical errors can become large errors in a $v_x$ obtained by solving the OEP condition. In a finite orbital basis the energy alone is not a sufficient test, even when it is well converged. The orbital equation then places only as many conditions on the potential as there are basis functions, so different local potentials can give the same occupied orbital. The values of the main calculation are in the numerical output below.

## Computed values

```
C = e^2/(4 pi eps0): 1.43996 eV nm
Bohr radius a0: 0.052918 nm
hartree energy: 27.2114 eV
variational kappa: 31.8891 1/nm
kappa*a0 from numerical minimum: 1.68750
v_x at nucleus, exponential orbital: -45.919 eV
E_x, exponential orbital: -28.700 eV
integral of n v_x: -57.399 eV
total energy, exponential orbital: -77.489 eV
radius where -C/r is good to 1%: 0.0939 nm
r = 0.02 nm:
  v_x, exponential orbital: -39.0671 eV
  tail -C/r: -71.9982 eV
  relative deviation from tail: 4.574e-01
  v_x, Hartree-Fock density: -38.5338 eV
  v_x, local-density exchange: -25.4266 eV
r = 0.05 nm:
  v_x, exponential orbital: -25.7196 eV
  tail -C/r: -28.7993 eV
  relative deviation from tail: 1.069e-01
  v_x, Hartree-Fock density: -25.3006 eV
  v_x, local-density exchange: -13.4370 eV
r = 0.10 nm:
  v_x, exponential orbital: -14.2972 eV
  tail -C/r: -14.3996 eV
  relative deviation from tail: 7.116e-03
  v_x, Hartree-Fock density: -14.2358 eV
  v_x, local-density exchange: -4.6415 eV
r = 0.20 nm:
  v_x, exponential orbital: -7.1997 eV
  tail -C/r: -7.1998 eV
  relative deviation from tail: 2.129e-05
  v_x, Hartree-Fock density: -7.1992 eV
  v_x, local-density exchange: -0.5538 eV
r = 0.30 nm:
  v_x, exponential orbital: -4.7999 eV
  tail -C/r: -4.7999 eV
  relative deviation from tail: 5.181e-08
  v_x, Hartree-Fock density: -4.7999 eV
  v_x, local-density exchange: -0.0661 eV
OEP grid points: 29, rank of response: 28
OEP solution plus v_H/2, spread: 6.3e-07 eV
total energy, local exact exchange: -77.868 eV
total energy, Hartree-Fock cc-pV5Z: -77.869 eV
1s level, local exact exchange: -24.978 eV
1s level, Hartree-Fock cc-pV5Z: -24.978 eV
exponential minus Hartree-Fock energy: 0.380 eV
correlation energy, FCI cc-pV5Z: -1.130 eV
nuclear recoil scale (m_e/M)|E|: 0.0107 eV
relativistic scale (Z alpha)^2: 2.13e-04
```
